# Why thickness alone cannot generally null reflection from an absorbing bottom coating

## The two conditions for zero reflection

A calculation that designs a bottom antireflection coating must decide which quantities to vary. If the optical constants of the coating are fixed, the search runs over one variable, the thickness. When the lowest reflectivity found is a fraction of a percent and not zero, one may refine the thickness grid, or one may conclude that no thickness will do and release a material parameter as well. The two conditions derived below settle the matter before any scan is made.

The choice matters because a small reflectivity still leaves a visible standing wave in the resist. Let light travel at normal incidence in the direction $+z$, with time factor $e^{-i\omega t}$. The resist has a real refractive index $n_1$, and its lower boundary is at $z=0$. With the downward wave scaled to unit amplitude, the field in the resist is

$$
E_1(z)=e^{ik_1z}+r\,e^{-ik_1z},\qquad k_1=\frac{2\pi n_1}{\lambda},
$$

where $\lambda$ is the vacuum wavelength and $r$ is the reflected amplitude. The squared modulus is

$$
|E_1|^2=1+|r|^2+2|r|\cos(2k_1z-\arg r).
$$

Its relative modulation about the mean is therefore $2|r|/(1+|r|^2)$. With $R=|r|^2$ this is close to $2\sqrt R$ when $R$ is small, so $R=1\,\%$ gives a modulation of about $\pm20\,\%$. Reflection from the top surface of the resist changes the strength of the total downward wave, but not the ratio $r$ between upward and downward waves at the lower boundary. The quantity to be made small is thus $r$, whatever lies above.

Below the resist is a uniform coating of thickness $d$ and index $n_2=n+i\kappa$, with $n>0$ and $\kappa>0$. With the chosen time factor, a positive imaginary part makes a wave decay in its direction of travel. Below the coating is a substrate of index $n_3$, with positive real and imaginary parts, thick enough that nothing returns from its far side. The layers are nonmagnetic and their interfaces are sharp and plane. At the one exposure wavelength, $n$ and $\kappa$ are treated as two separate numbers.

In the coating and the substrate the fields are

$$
E_2=Ae^{ik_2z}+Be^{-ik_2z},\qquad E_3=Te^{ik_3(z-d)},\qquad k_j=\frac{2\pi n_j}{\lambda}.
$$

The tangential electric and magnetic fields are continuous. At normal incidence in nonmagnetic media the magnetic field is proportional to $dE/dz$, so $E$ and $dE/dz$ are continuous. At $z=d$ this gives

$$
Ae^{ik_2d}+Be^{-ik_2d}=T,\qquad
n_2\left(Ae^{ik_2d}-Be^{-ik_2d}\right)=n_3T .
$$

Inserting $T$ from the first equation into the second and collecting terms gives

$$
(n_2-n_3)Ae^{ik_2d}=(n_2+n_3)Be^{-ik_2d}.
$$

Define the interface coefficients $r_{ij}=(n_i-n_j)/(n_i+n_j)$. The ratio of upward to downward waves at the top of the coating is then

$$
\rho\equiv\frac BA=r_{23}\,e^{2ik_2d}
=r_{23}\,e^{-4\pi\kappa d/\lambda}\,e^{4\pi i nd/\lambda}.
$$

The factor of two in $2k_2d$ comes from the passage down and back. The first exponential is absorption over that double passage, and the second is its phase.

At $z=0$ the continuity conditions are

$$
1+r=A(1+\rho),\qquad n_1(1-r)=n_2A(1-\rho).
$$

Multiplying the second by $1+\rho$ and using the first to remove $A$ gives

$$
n_1(1-r)(1+\rho)=n_2(1+r)(1-\rho).
$$

The terms containing $r$ are gathered on one side:

$$
r\left[(n_1+n_2)+\rho(n_1-n_2)\right]
=(n_1-n_2)+\rho(n_1+n_2).
$$

Division by $n_1+n_2$ yields

$$
r=\frac{r_{12}+\rho}{1+r_{12}\rho}. \tag{1}
$$

This contains all the multiple reflections inside the coating. They appear separately if the fraction is rewritten as

$$
r=r_{12}+\frac{(1-r_{12}^2)\rho}{1+r_{12}\rho},
$$

which is confirmed by putting the right side over the common denominator: the terms $r_{12}^2\rho$ cancel. The first term is direct reflection at the resist–coating interface. The second is everything that has entered the coating and come back.

The denominator of (1) cannot vanish. For two indices,

$$
|n_i+n_j|^2-|n_i-n_j|^2=4\,\mathrm{Re}(n_in_j^*).
$$

For the upper interface the right side is $4n_1n>0$. For the lower one it is $4(n\,\mathrm{Re}\,n_3+\kappa\,\mathrm{Im}\,n_3)>0$. Hence $|r_{12}|<1$ and $|r_{23}|<1$, and since absorption can only reduce $|\rho|$ below $|r_{23}|$, the product $r_{12}\rho$ has modulus below one.

Zero reflection therefore requires, and is guaranteed by,

$$
\rho=-r_{12}. \tag{2}
$$

Because the coating absorbs and the resist does not, $n_2\neq n_1$ and $r_{12}\neq0$. Equality of two nonzero complex numbers means equality of their moduli and of their phases. The moduli give

$$
|r_{23}|e^{-4\pi\kappa d/\lambda}=|r_{12}|
\quad\Longrightarrow\quad
\frac{4\pi\kappa d}{\lambda}=L,\qquad
L=\ln\left|\frac{r_{23}}{r_{12}}\right|. \tag{3}
$$

For the phases, the minus sign in (2) contributes an odd multiple of $\pi$:

$$
\frac{4\pi nd}{\lambda}=\Phi_m,\qquad
\Phi_m=(2m+1)\pi+\arg\frac{r_{12}}{r_{23}}. \tag{4}
$$

The argument is taken between $-\pi$ and $\pi$, so positive thicknesses belong to $m=0,1,2,\ldots$. Condition (3) is the amplitude match: the wave from below must return as strong as the direct reflection. Condition (4) is the phase match: it must return in opposition.

Each condition taken alone names a thickness,

$$
d_A=\frac{\lambda L}{4\pi\kappa},\qquad
d_{P,m}=\frac{\lambda\Phi_m}{4\pi n}. \tag{5}
$$

A zero exists when $d_A$ equals one of the $d_{P,m}$. Multiplying that equality by $4\pi n\kappa/\lambda$ removes the thickness:

$$
nL=\kappa\Phi_m. \tag{6}
$$

This is a condition on the materials alone. The interface coefficients depend on $n_1$, $n_2$ and $n_3$, but not on $d$. If (6) fails for every $m$, changing the thickness cannot repair it. If it holds for one $m$, the required thickness is $d_A$. No second thickness can serve the same material, because $|\rho|$ falls steadily as $d$ grows and equals $|r_{12}|$ at most once.

The count is thus two real equations for one real unknown. For a given resist, substrate and order $m$, equation (6) is a single relation between $n$ and $\kappa$. A coating whose constants were chosen for other reasons will in general not satisfy it. Thickness alone can achieve a zero for special coatings, but it cannot be relied on to do so.

Absorption is what ties the two conditions together. To see this, let $\kappa=0$. Then $r_{12}$ is real, $|\rho|=|r_{23}|$ at every thickness, and a change of $d$ turns only the phase. Write $a=|r_{12}|$, $b=|r_{23}|$, and let $\theta$ be the phase of $\rho$ relative to $r_{12}$. Equation (1) gives

$$
R=\frac{a^2+b^2+2ab\cos\theta}{1+a^2b^2+2ab\cos\theta}.
$$

The denominator exceeds the numerator by $(1-a^2)(1-b^2)>0$, so the fraction increases with $\cos\theta$. Its least value, at $\cos\theta=-1$, is

$$
R_{\min}=\left(\frac{a-b}{1-ab}\right)^2\qquad(\kappa=0). \tag{7}
$$

A transparent coating can always be given the right phase, and has a zero if and only if $a=b$.

Round model parameters show how severe this can be. Take $\lambda=193$ nm, $n_1=1.70$, $n=1.80$ and $n_3=0.90+2.80i$. For a transparent coating, $a=0.0286$ and $b=0.756$, and (7) gives $R_{\min}=55.3\,\%$. Without any coating, $|(n_1-n_3)/(n_1+n_3)|^2=58.1\,\%$. The best transparent layer of this index hardly helps, because the direct reflection is far too weak to cancel the wave from the substrate. Here absorption is needed to weaken the second wave.

Too much absorption causes the opposite fault. If $|r_{23}|<|r_{12}|$, then $L<0$ and no positive thickness satisfies (3). The wave from below is already too weak before it has been attenuated. Applying the triangle inequality to the numerator and denominator of (1), with $|\rho|\le b<a$, gives

$$
|r|\ge\frac{a-|\rho|}{1+a|\rho|}\ge\frac{a-b}{1+ab}. \tag{8}
$$

The last step holds because the derivative of $(a-x)/(1+ax)$ with respect to $x$ is $-(1+a^2)/(1+ax)^2$, which is negative, so the smallest value belongs to the largest allowed $x$.

For the same stack with $\kappa=1.50$, the moduli are $a=0.395$ and $b=0.311$. Equation (8) then gives $R\ge0.55\,\%$. A scan of (1) from 0 to 1000 nm in steps of 0.02 nm finds a least value of $13.1\,\%$, far above the bound. The bound combines the strength that $\rho$ has at zero thickness with the phase needed for opposition, and it also takes the denominator at its largest possible value; that strength in exact opposition alone would give $0.60\,\%$. At the actual minimum, near 21.6 nm, $|\rho|$ has already fallen from $0.311$ to $0.038$. Reaching that phase generally takes a finite thickness, over which a strongly absorbing coating weakens $\rho$ further. The bound proves that a zero is impossible; it does not estimate the minimum.

A third limit is a very thick absorbing coating. There $\rho\to0$ and $r\to r_{12}$. The substrate is hidden, but the upper surface of the coating still reflects. Making the coating thicker is therefore no general route to zero either.

Between too little and too much absorption there can be a value that works. Hold $n$ fixed and consider

$$
f_m(\kappa)=nL(\kappa)-\kappa\Phi_m(\kappa). \tag{9}
$$

Suppose that $|r_{23}|>|r_{12}|$ as $\kappa\to0$, and that the two moduli first become equal at $\kappa_c$. Then $f_m$ is positive near $\kappa=0$, where its second term vanishes. At $\kappa_c$ the first term vanishes and $f_m=-\kappa_c\Phi_m<0$. If $\arg(r_{12}/r_{23})$ is continuous between these points, $f_m$ is continuous and must cross zero. Each order $m$ then has at least one matching $\kappa$ below $\kappa_c$.

The continuity can be shown for the model stack. Multiplying numerator and denominator of each interface coefficient by the conjugate of the denominator leaves a positive denominator, so the phases are those of

$$
n_1^2-n^2-\kappa^2-2in_1\kappa
\quad\text{for }r_{12},
$$

$$
n^2+\kappa^2-|n_3|^2+2i\,\mathrm{Im}(n_2n_3^*)
\quad\text{for }r_{23}.
$$

With the numbers inserted, the first is $-0.35-\kappa^2-3.40i\kappa$. The second is $\kappa^2-5.41+2i(0.90\kappa-5.04)$. For $0<\kappa<2.3$ both have negative real and negative imaginary parts, so their phases lie in the same quadrant. The phase of the ratio stays between $-\pi/2$ and $\pi/2$ and cannot jump. Solving $L(\kappa)=0$ by a bracketed root search gives $\kappa_c=1.32$, inside this range. For this stack, therefore, every order has a matching absorption, although a coating with a prescribed $\kappa$ need not possess it.

## The least reflection when the conditions disagree

The symbols are those used above. Light in a transparent resist of index $n_1$ meets a coating of index $n_2=n+i\kappa$ and thickness $d$ on a substrate of index $n_3$. With $r_{ij}=(n_i-n_j)/(n_i+n_j)$ and $\rho=r_{23}e^{4\pi in_2d/\lambda}$, the reflected amplitude is $r=(r_{12}+\rho)/(1+r_{12}\rho)$, and $R=|r|^2$. A zero needs the amplitude match $4\pi\kappa d/\lambda=L$, with $L=\ln|r_{23}/r_{12}|$, and the phase match $4\pi nd/\lambda=\Phi_m$, with $\Phi_m=(2m+1)\pi+\arg(r_{12}/r_{23})$. Taken singly, these give the thicknesses $d_A$ and $d_{P,m}$. They agree when $nL=\kappa\Phi_m$.

When they disagree, some thickness still gives a least reflection, and it is a separate question where that minimum lies. Two matches are required for a zero, not for a minimum. The condition for a minimum follows from the slope of $r$. Since $d\rho/dd=(4\pi in_2/\lambda)\rho$, and the quotient rule gives $dr/d\rho=(1-r_{12}^2)/(1+r_{12}\rho)^2$,

$$
\frac{dr}{dd}=\frac{4\pi in_2}{\lambda}\,
\frac{(1-r_{12}^2)\rho}{(1+r_{12}\rho)^2}. \tag{10}
$$

For $r\neq0$, the logarithmic slope of the modulus is the real part of $(dr/dd)/r$. Dividing (10) by $r$ cancels one factor $1+r_{12}\rho$:

$$
\frac{d\ln|r|}{dd}=-\frac{4\pi}{\lambda}\,
\mathrm{Im}\left[n_2X\right],\qquad
X=\frac{(1-r_{12}^2)\rho}{(r_{12}+\rho)(1+r_{12}\rho)}. \tag{11}
$$

The minus sign arises because $\mathrm{Re}(iw)=-\mathrm{Im}\,w$. A nonzero minimum at positive thickness satisfies $\mathrm{Im}(n_2X)=0$; the least reflection can also lie at $d=0$, when the bare substrate reflects less than any thickness of the coating, and there the slope need not vanish. This is one real equation for one unknown, which is why a minimum can exist where a zero cannot.

Consider the slope at the phase-matched thickness. There $\rho=-qr_{12}$, where $q=|\rho|/|r_{12}|$ measures the amplitude mismatch. Equation (11) becomes

$$
\frac{d\ln|r|}{dd}=\frac{4\pi}{\lambda}\,\frac{q}{1-q}\,
\mathrm{Im}\left[n_2\frac{1-r_{12}^2}{1-qr_{12}^2}\right]
\simeq\frac{4\pi\kappa}{\lambda}\,\frac{q}{1-q}, \tag{12}
$$

where the last form neglects both $r_{12}^2$ and $qr_{12}^2$ beside one. If $q>1$, the wave from below is too strong, the slope is negative, and a thicker coating reflects less. If $q<1$, that wave is too weak, the slope is positive, and a thinner coating reflects less. In both cases the minimum is displaced from $d_{P,m}$ towards $d_A$. A little phase error is accepted in return for a better balance of amplitudes.

The amplitude-matched thickness is not generally a minimum either. There $\rho=-r_{12}e^{i\varphi}$, with a phase error $\varphi$. Again neglecting $r_{12}^2$,

$$
X\simeq\frac{-e^{i\varphi}}{1-e^{i\varphi}}
=\frac12-\frac i2\cot\frac\varphi2,
\qquad
\mathrm{Im}(n_2X)\simeq\frac\kappa2-\frac n2\cot\frac\varphi2 .
$$

This vanishes for the special phase errors with $\cot(\varphi/2)=\kappa/n$, and not otherwise. Even there, the second derivative of $\ln|r|$ with respect to $d$ is, in the same approximation, $-(4\pi/\lambda)^2(n^2-\kappa^2)/(4\sin^2(\varphi/2))$, so for $\kappa<n$ the point is a maximum. A nonzero minimum is thus a compromise that in general satisfies neither match.

The size of the residual reflection can be found in closed form when the mismatch is small. Write

$$
\rho=-r_{12}e^\delta,\qquad
\delta=(L-\kappa s)+i(ns-\Phi_m),\qquad s=\frac{4\pi d}{\lambda}. \tag{13}
$$

The real part of $\delta$ is the logarithmic amplitude error and the imaginary part is the phase error. Substitution gives, without approximation,

$$
r=\frac{r_{12}(1-e^\delta)}{1-r_{12}^2e^\delta}. \tag{14}
$$

For $|\delta|\ll1$, the numerator is $-r_{12}\delta$ to leading order and the denominator is $1-r_{12}^2$. Minimizing $R$ then amounts to minimizing

$$
|\delta|^2=(L-\kappa s)^2+(ns-\Phi_m)^2 .
$$

Setting half its derivative with respect to $s$ to zero gives

$$
-\kappa(L-\kappa s)+n(ns-\Phi_m)=0
\quad\Longrightarrow\quad
s_*=\frac{\kappa L+n\Phi_m}{n^2+\kappa^2}.
$$

Since $L=4\pi\kappa d_A/\lambda$ and $\Phi_m=4\pi nd_{P,m}/\lambda$, the corresponding thickness is

$$
d_*=\frac{\kappa^2d_A+n^2d_{P,m}}{n^2+\kappa^2}. \tag{15}
$$

This is a weighted mean of the two thicknesses. In a coating with $\kappa\ll n$ it lies close to the phase match, because a change of thickness turns the phase faster than it alters the logarithm of the amplitude.

The remaining errors at $s_*$ are

$$
L-\kappa s_*=\frac{n(nL-\kappa\Phi_m)}{n^2+\kappa^2},\qquad
ns_*-\Phi_m=\frac{\kappa(nL-\kappa\Phi_m)}{n^2+\kappa^2}. \tag{16}
$$

Adding their squares cancels one factor $n^2+\kappa^2$, so that

$$
R_{\min}\simeq\left|\frac{r_{12}}{1-r_{12}^2}\right|^2
\frac{(nL-\kappa\Phi_m)^2}{n^2+\kappa^2}. \tag{17}
$$

The residual reflectivity grows as the square of the same material mismatch that decides whether a zero exists. The formula holds to leading order near a match, and its failure at larger mismatch can be traced. Expanding $1-e^\delta=-\delta(1+\delta/2+\cdots)$ shows that $|1-e^\delta|^2=|\delta|^2(1+\mathrm{Re}\,\delta+\cdots)$. Apart from corrections of relative order $r_{12}^2\delta$, equation (17) is too low when the wave from below is too strong, and too high when it is too weak.

Now take the model stack with a prescribed absorption: $\lambda=193$ nm, $n_1=1.70$, $n_2=1.80+0.45i$ and $n_3=0.90+2.80i$. The interface coefficients have

$$
|r_{12}|=0.1306,\quad \arg r_{12}=-1.917,\qquad
|r_{23}|=0.5956,\quad \arg r_{23}=-2.083,
$$

with phases in radians. Hence $L=\ln(0.5956/0.1306)=1.517$ and $\Phi_0=\pi-1.917+2.083=3.307$. The next order has $\Phi_1=\Phi_0+2\pi=9.590$. The existence test compares

$$
nL=2.731,\qquad \kappa\Phi_0=1.488,\qquad \kappa\Phi_1=4.316 .
$$

Higher orders give still larger values of $\kappa\Phi_m$, so none can equal $nL$. No thickness of this coating gives zero reflection, and no scan is needed to know it.

The separate matches lie at

$$
d_A=\frac{193\times1.517}{4\pi\times0.45}=51.8\ \mathrm{nm},\qquad
d_{P,0}=\frac{193\times3.307}{4\pi\times1.80}=28.2\ \mathrm{nm},
$$

and $d_{P,1}=81.8$ nm. At $d_A$ the moduli $|\rho|$ and $|r_{12}|$ are equal, yet $R=6.7\,\%$. The phase error there is $nL/\kappa-\Phi_0=2.76$ rad, close to $\pi$, so the two waves nearly add. This is worse than a very thick coating, for which $R=|r_{12}|^2=1.7\,\%$. Matching the amplitude without the phase can thus do harm.

The minima of $R$ were located by one-dimensional numerical minimization of the closed expression for $r$. The first is at $30.2$ nm, with $R=1.42\,\%$. There $|\rho|/|r_{12}|=1.88$ and the phase error is $0.23$ rad. Equation (14) shows how the value arises. The factor $|1-1.88e^{0.23i}|$ is about $0.94$, and the denominator has modulus about $1.03$, so

$$
R\simeq\left(\frac{0.1306\times0.94}{1.03}\right)^2\simeq1.4\,\%.
$$

The second minimum is at $80.7$ nm, with $R=0.56\,\%$. Here $|\rho|/|r_{12}|=0.43$ and the phase error is $-0.14$ rad. The first minimum lies above $d_{P,0}$ and the second below $d_{P,1}$, as the signs in (12) require. A scan from 0 to 1000 nm in steps of 0.02 nm finds nothing lower than the second minimum. Its standing-wave modulation, $2\sqrt R/(1+R)$, is still about $\pm15\,\%$.

The leading-order formula does poorly at these mismatches. For $m=0$ it gives

$$
R_{\min}\simeq0.0166\times\frac{(2.731-1.488)^2}{1.80^2+0.45^2}
=0.75\,\%,
$$

where $0.0166$ is the value of $|r_{12}/(1-r_{12}^2)|^2$. For $m=1$ it gives $1.21\,\%$. The first estimate is about half the true minimum and the second about twice it, so the formula even ranks the two minima wrongly. The directions agree with the expansion above: by (16), $\mathrm{Re}\,\delta$ is $+0.65$ for $m=0$ and $-0.83$ for $m=1$. These are not small numbers. The thicknesses from (15), $29.6$ and $80.1$ nm, are each within about $0.6$ nm of the numerical minima. For a mismatch of this size, the thickness estimate is a useful starting point, while the reflectivity should be evaluated from the full expression.

To reach zero, release $\kappa$ while keeping $n=1.80$. The calculation need not search a two-dimensional map. One first solves $nL(\kappa)=\kappa\Phi_m(\kappa)$ by a bracketed root search, then obtains the thickness from the amplitude condition. The first two orders give

$$
m=0:\quad \kappa=0.614,\quad d=28.3\ \mathrm{nm};
\qquad
m=1:\quad \kappa=0.344,\quad d=81.5\ \mathrm{nm}.
$$

The prescribed value $0.45$ lies between them. It is too small for the thin solution, whose returning wave remains too strong, and too large for the thick one, whose returning wave has become too weak. Even with the matched materials, the thickness must be right. More than 20 nm from the zero, the lowest reflectivity in the scanned range is $2.3\,\%$ for the first coating and $0.50\,\%$ for the second.

Close to a match the leading-order law becomes accurate. Raising $\kappa$ above its $m=0$ matching value by $0.020$, $0.010$ and $0.005$, and minimizing over thickness each time, gives

$$
R_{\min}=0.0158\,\%,\quad 0.0040\,\%,\quad 0.0010\,\%.
$$

Each halving of the offset reduces the minimum by about a factor of four, as a squared mismatch should. Relative to these minima, equation (17) is too high by $6.7\,\%$, $3.3\,\%$ and $1.7\,\%$. Its relative error halves with the offset, as expected from the first neglected term.

The two zeros differ in their tolerance to thickness errors. At a zero, $\rho=-r_{12}$, and (10) reduces to

$$
\frac{dr}{dd}=-\frac{4\pi in_2}{\lambda}\,\frac{r_{12}}{1-r_{12}^2}.
$$

From the definition of $r_{12}$,

$$
1-r_{12}^2=\frac{4n_1n_2}{(n_1+n_2)^2},\qquad
\frac{r_{12}}{1-r_{12}^2}=\frac{n_1^2-n_2^2}{4n_1n_2}.
$$

The index $n_2$ cancels from the prefactor, and a small thickness error $\Delta d$ gives

$$
R\simeq\left(\frac{\pi|n_1^2-n_2^2|}{n_1\lambda}\,\Delta d\right)^2. \tag{18}
$$

For the two matched coatings, $|n_1^2-n_2^2|$ is $2.21$ and $1.26$. An error of 2 nm therefore produces about $0.18\,\%$ in the thin coating and $0.06\,\%$ in the thick one. The thicker solution is more tolerant here because its smaller $\kappa$ brings its index closer to that of the resist. The comparison concerns an equal absolute error in thickness, not an equal percentage error.

These results belong to one wavelength and normal incidence. For oblique light with its electric field parallel to the layers, the field varies along the surface with a common wavenumber. Each index $n_j$ in the equations for the $z$ dependence is then replaced by

$$
\sqrt{n_j^2-n_1^2\sin^2\alpha},
$$

where $\alpha$ is the angle of incidence in the resist and the root has a nonnegative imaginary part. The field and its $z$ derivative remain continuous, so the form of (1) is unchanged, but $L$ and $\Phi_m$ now depend on $\alpha$. A coating matched at one angle generally misses the match at another. For the two coatings matched above, at $n_1\sin\alpha=0.9$ this polarization gives $R=1.2\,\%$ for the thin one and $2.0\,\%$ for the thick one, so the solution more tolerant to thickness is here the less tolerant to angle. Light with its magnetic field parallel to the layers has different interface coefficients and gives $0.40\,\%$ and $0.66\,\%$. When an exposure spans a range of angles, the design must minimize an average or a worst case, and a zero at normal incidence is no longer a sufficient target.

Graded or rough interfaces also lie outside the model, since the two interface coefficients no longer describe the stack. Within the model, the decision posed at the start rests on $nL-\kappa\Phi_m$. If it vanishes for some order, the thickness search has a zero to find. If it does not, a finer thickness grid can only locate a nonzero minimum more precisely, and reaching zero requires a change in the optical constants or in the stack.
